# Rotational decomposition of the elastic tensor and the rank of cubic anisotropy

## Result

Let \(W=\tfrac12 C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}\) be the strain energy density of a crystal about an unstressed state, with \(\varepsilon\) the symmetric strain tensor. Repeated indices are summed from 1 to 3. The stiffness obeys

\[
C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij},
\]

which leaves 21 independent constants. Define two contractions and their traceless parts,

\[
d_{ij}=C_{ijkk},\quad v_{ij}=C_{ikjk},\quad d'=d-\tfrac13(\mathrm{tr}\,d)\,\delta,\quad v'=v-\tfrac13(\mathrm{tr}\,v)\,\delta ,
\]

and from them

\[
K=\frac{\mathrm{tr}\,d}{9},\qquad G=\frac{3\,\mathrm{tr}\,v-\mathrm{tr}\,d}{30},\qquad Q=\frac{3v'-2d'}{7}.
\]

Then

\[
\begin{aligned}
C_{ijkl}={}&(K-\tfrac23G)\,\delta_{ij}\delta_{kl}+G(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\\
&+\tfrac13(\delta_{ij}d'_{kl}+d'_{ij}\delta_{kl})\\
&+M_{ijkl}-\tfrac43(\delta_{ij}Q_{kl}+Q_{ij}\delta_{kl})+H_{ijkl},\\
M_{ijkl}={}&\delta_{ik}Q_{jl}+\delta_{il}Q_{jk}+\delta_{jk}Q_{il}+\delta_{jl}Q_{ik},
\end{aligned}
\]

where \(H\) is symmetric in all four indices and traceless. The count is \(2\cdot1+2\cdot5+9=21\). The scalars \(K\) and \(G\) are the Voigt bulk and shear moduli. In a cubic crystal \(d'=Q=0\), so the whole anisotropy sits in \(H\), with the single amplitude \(a=C_{11}-C_{12}-2C_{44}\).

"Rank \(l\)" means here a set of \(2l+1\) components that rotate like angular momentum \(l\). The decomposition formulas above are linear and homogeneous in \(C\), so they hold in atomic units or any other. If the symmetry \(C_{ijkl}=C_{klij}\) is absent, there are 36 constants and this split is incomplete.

## Counting the parts

A symmetric strain has six components: its trace (rank 0) and its traceless part (rank 2). The stiffness is a symmetric bilinear form on this space, so its content is the symmetric square of \(0+2\). The volume–volume block gives rank 0 and the volume–shape block gives rank 2.

For the shape–shape block, count unordered pairs \(\{m_1,m_2\}\) with \(m\) from \(-2\) to \(2\). The totals \(m_1+m_2=4,3,2,1,0\) occur \(1,1,2,2,3\) times. One multiplet therefore starts at 4, one at 2 and one at 0, and the block holds \(0+2+4\). Altogether

\[
\mathrm{Sym}^2(0+2)=2(0)+2(2)+(4).
\]

The total part of each rank is unique, because it is the eigenspace of the squared rotation generator with eigenvalue \(l(l+1)\). The division of the ten rank-2 components into two fives is not unique: any two independent linear combinations of the two tensors carry the same information. The choice made above separates volume change from shape change, and it makes the two parts orthogonal, which not every choice does.

## The two scalars

Two independent isotropic tensors with the required symmetries are \(\delta_{ij}\delta_{kl}\) and \(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\). Since there are two rank-0 components, they span that part. Give them coefficients \(\lambda\) and \(\mu\). Contracting \(i=j\), \(k=l\) gives the first line below, and contracting \(i=k\), \(j=l\) gives the second:

\[
\begin{aligned}
\mathrm{tr}\,d&=9\lambda+(3+3)\mu=9\lambda+6\mu,\\
\mathrm{tr}\,v&=3\lambda+(9+3)\mu=3\lambda+12\mu .
\end{aligned}
\]

The other ranks do not contribute, since a scalar linear in \(C\) can contain only rank 0. Three times the second line minus the first is \(30\mu\), which gives \(G=\mu\). The bulk modulus of an isotropic solid is \(\lambda+\tfrac23\mu\), which is \(\mathrm{tr}\,d/9\) by the first line.

## The two rank-2 tensors

Write the rank-2 part first with two symmetric traceless tensors \(P\) and \(Q\), as \(\delta_{ij}P_{kl}+P_{ij}\delta_{kl}+M_{ijkl}\). For \(d'\), set \(l=k\) and sum:

\[
d'_{ij}=\delta_{ij}P_{kk}+3P_{ij}+(Q_{ij}+Q_{ij}+Q_{ij}+Q_{ij})=3P_{ij}+4Q_{ij}.
\]

For \(v'\), the indices \((i,j,k,l)\) are replaced by \((i,k,j,k)\):

\[
\begin{aligned}
v'_{ij}&=\delta_{ik}P_{jk}+P_{ik}\delta_{jk}+\delta_{ij}Q_{kk}+\delta_{ik}Q_{kj}+\delta_{kj}Q_{ik}+\delta_{kk}Q_{ij}\\
&=2P_{ij}+(0+1+1+3)Q_{ij}=2P_{ij}+5Q_{ij}.
\end{aligned}
\]

In \(3v'-2d'\) the tensor \(P\) cancels and \((15-8)Q=7Q\) remains. The first equation then gives \(P=(d'-4Q)/3\). Inserting this \(P\) produces the \(d'\) term and the \(-\tfrac43\) term of the result.

## Why the remainder has rank 4

Define \(H\) as \(C\) minus the parts found so far. It keeps the index symmetries of \(C\), and by construction \(H_{ijkk}=0\) and \(H_{ikjk}=0\). Any other contraction of two indices equals one of these by symmetry. It remains to show that \(H\) is symmetric under exchange of the middle indices.

Let \(D_{ijkl}=H_{ijkl}-H_{ikjl}\). It changes sign under \(j\leftrightarrow k\). It also changes sign under \(i\leftrightarrow l\), because the pair symmetries give \(H_{ljki}=H_{kilj}=H_{ikjl}\) and \(H_{lkji}=H_{jilk}=H_{ijkl}\). An antisymmetric pair in three dimensions is equivalent to a vector index, so

\[
D_{ijkl}=\epsilon_{jkm}\epsilon_{iln}N_{mn},\qquad
N_{mn}=\tfrac14\epsilon_{jkm}\epsilon_{iln}D_{ijkl}=\tfrac12\epsilon_{jkm}\epsilon_{iln}H_{ijkl}.
\]

The factor \(\tfrac12\) arises because both terms of \(D\) contribute equally after relabelling \(j\) and \(k\). The product of the two \(\epsilon\) symbols is a sum of six terms, each pairing \(j,k,m\) with \(i,l,n\) through Kronecker deltas. The index \(n\) can be paired with only one of them, so at least one of \(j,k\) is paired with \(i\) or \(l\). Every term thus contains a contraction of \(H\) and vanishes. Hence \(N=0\) and \(D=0\). Exchanges of neighbouring indices generate all permutations, so \(H\) is totally symmetric.

A totally symmetric fourth-order tensor has 15 components, and the six trace conditions leave nine. The polynomial \(h(x)=H_{ijkl}x_ix_jx_kx_l\) satisfies \(\nabla^2h=12H_{iikl}x_kx_l=0\). It is a harmonic polynomial of degree four, which means \(l=4\).

## Physical meaning of each part

Split the strain into volume and shape, \(\varepsilon=\tfrac13\theta\,\delta+e\), with \(\theta=\mathrm{tr}\,\varepsilon\) and \(\mathrm{tr}\,e=0\). The term in \(\theta^2\) is \(\tfrac12(\theta/3)^2\,\mathrm{tr}\,d=\tfrac12K\theta^2\). The mixed term occurs twice and gives \((\theta/3)\,d_{kl}e_{kl}\), where the trace of \(d\) drops out.

In the term quadratic in \(e\), every piece of \(C\) with a factor \(\delta_{ij}\) or \(\delta_{kl}\) vanishes. The shear term gives \(\tfrac12\cdot2G\,e{:}e\). Each of the four terms of \(M\) gives \(\tfrac12\mathrm{tr}(Qe^2)\). Therefore

\[
W=\tfrac12K\theta^2+G\,e{:}e+\tfrac13\theta\,d'{:}e+2\,\mathrm{tr}(Qe^2)+\tfrac12H_{ijkl}e_{ij}e_{kl}.
\]

A pure volume strain produces the stress \(\sigma=K\theta\,\delta+\tfrac13\theta\,d'\). So \(d'\) measures the shear stress caused by a uniform dilatation, while \(Q\) and \(H\) act within shape changes alone.

## Weights of the parts

The squared norm \(|C|^2=C_{ijkl}C_{ijkl}\) does not depend on the axes. Parts of different rank are orthogonal, being eigenspaces of a symmetric operator with different eigenvalues. The two rank-2 parts are orthogonal as well: their product is proportional to \(d'_{kl}\) times the contraction \(i=j\) of the \(Q\) part, which is \(4Q_{kl}-\tfrac43\cdot3Q_{kl}=0\).

The individual norms follow by contraction:

- Rank 0: \(9\lambda^2+12\lambda\mu+24\mu^2\). With \(\lambda=K-\tfrac23G\) the terms in \(KG\) cancel, leaving \(9K^2+(4-8+24)G^2\).
- The \(d'\) part: \(\tfrac19(3+3)|d'|^2=\tfrac23|d'|^2\).
- The \(Q\) part: \(M{:}M=4\cdot5|Q|^2\), the product of \(M\) with \(\delta Q+Q\delta\) is \(8|Q|^2\), and the latter has norm \(6|Q|^2\). The sum is \((20-\tfrac83\cdot8+\tfrac{16}{9}\cdot6)|Q|^2=\tfrac{28}{3}|Q|^2\).

Thus

\[
|C|^2=9K^2+20G^2+\tfrac23|d'|^2+\tfrac{28}{3}|Q|^2+|H|^2 .
\]

When this norm is evaluated from a \(6\times6\) Voigt matrix, each shear index (4, 5 or 6) stands for two tensor index pairs. An entry therefore carries weight 1, 2 or 4 according to whether it has zero, one or two shear indices.

## The Voigt average

Consider a polycrystal whose grains have uniformly distributed orientations, and assume the same strain in every grain. The mean stress is then \(\langle C\rangle\varepsilon\), where \(\langle C\rangle\) averages the rotated stiffness over all orientations. This average is unchanged by any further rotation, so it contains no part with \(l>0\), while the rank-0 part passes through unaltered. Hence \(\langle C\rangle\) is the isotropic tensor with moduli \(K\) and \(G\). Quadrature over Euler angles confirmed this for a tensor without crystal symmetry.

The Reuss average assumes equal stress instead and averages the compliance \(S\). Let \(K_S\) and \(G_S\) be the values that the same contraction formulas give for \(S\). An isotropic tensor multiplies volume strain by \(3K\) and shape strain by \(2G\), so inversion gives \(K_R=1/(9K_S)\) and \(G_R=1/(4G_S)\). These are generally different moduli, because inversion mixes the ranks. In general neither uniformity assumption holds in a real aggregate. However, a uniform strain is an admissible trial field for the minimum of the strain energy, and a uniform stress for the minimum of the complementary energy. For stable, fully bonded grains with uniformly distributed orientations the two averages therefore bound the moduli of a macroscopically isotropic aggregate: \(K_R\le K_{\rm eff}\le K\) and \(G_R\le G_{\rm eff}\le G\).

## Cubic crystals

Both \(d'\) and \(Q\) are built from \(C\) by operations that commute with rotations, so they share every symmetry of the crystal. A twofold rotation about \(z\) reverses \(x\) and \(y\), which forces the \(xz\) and \(yz\) elements to vanish. The one about \(x\) removes the \(xy\) element. The threefold rotation \(x\to y\to z\to x\) makes the diagonal elements equal, and zero trace makes them zero. Hence \(d'=Q=0\).

The same operations fix \(C\) itself. Elements in which some index value occurs an odd number of times vanish, and the threefold axis leaves three constants:

\[
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+a\,\Sigma_{ijkl}.
\]

Here \(\Sigma_{ijkl}\) is 1 if all four indices are equal and 0 otherwise. The element 1111 requires \(C_{11}=C_{12}+2C_{44}+a\), which fixes \(a\).

Let \(T_{ijkl}=\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\). Since \(\Sigma_{ijkk}=\delta_{ij}\) and \(T_{ijkk}=5\delta_{ij}\), the traceless combination is

\[
H_{ijkl}=a\left(\Sigma_{ijkl}-\tfrac15T_{ijkl}\right),\qquad |H|^2=a^2\left(3-\tfrac25\cdot9+\tfrac{45}{25}\right)=\tfrac65a^2 .
\]

The piece \(\tfrac a5T\) returns to the isotropic part, so \(\lambda=C_{12}+a/5\) and \(\mu=C_{44}+a/5\). This gives

\[
K=\frac{C_{11}+2C_{12}}3,\qquad G=\frac{C_{11}-C_{12}+3C_{44}}5 .
\]

### Directional modulus

The longitudinal modulus \(M(n)=C_{ijkl}n_in_jn_kn_l\) is the normal stress along the unit vector \(n\) per unit uniaxial strain along \(n\). The isotropic part contributes \(\lambda+2\mu=K+\tfrac43G\), so

\[
M(n)=K+\tfrac43G+a\left(n_x^4+n_y^4+n_z^4-\tfrac35\right).
\]

To identify the harmonics, use \(n_x^4+n_y^4=\tfrac34(1-n_z^2)^2+\tfrac14\mathrm{Re}(n_x+in_y)^4\). The bracket becomes

\[
\tfrac1{20}(35n_z^4-30n_z^2+3)+\tfrac14\mathrm{Re}(n_x+in_y)^4
=\frac{4\sqrt\pi}{15}\left[Y_{40}+\sqrt{\tfrac5{14}}\,(Y_{44}+Y_{4,-4})\right],
\]

with \(Y_{40}=\frac{3}{16\sqrt\pi}(35n_z^4-30n_z^2+3)\) and \(Y_{4,\pm4}=\frac3{16}\sqrt{\frac{35}{2\pi}}(n_x\pm in_y)^4\). No \(l=2\) term appears.

### Distance between the two averages

On shape strains a cubic stiffness has the eigenvalue \(p=C_{11}-C_{12}\) twice and \(q=2C_{44}\) three times. The trace over shape strains is a scalar, so \(2G\) is the mean of these eigenvalues. Likewise \(1/(2G_R)\) is the mean of their inverses. With \(a=p-q\),

\[
G-G_R=\frac12\left[\frac{2p+3q}{5}-\frac{5pq}{3p+2q}\right]=\frac{3a^2}{5(3p+2q)} .
\]

The numerator follows from \((2p+3q)(3p+2q)-25pq=6(p-q)^2\). In a stable crystal \(p,q>0\), so \(G_R\le G\), with equality for \(a=0\). Near isotropy the difference is of second order in \(a\). The bulk moduli agree, because \(d'=0\) leaves volume and shape uncoupled.

### Two limits of the statement

Lower symmetry admits rank 2. Tetragonal symmetry with six constants has two invariants in each of the ranks 0, 2 and 4, whereas cubic symmetry has 2, 0 and 1.

The converse of the cubic result is false. Take an isotropic stiffness and add a small \(H\) whose polynomial is the axial harmonic \(Y_{40}\). Its anisotropy is purely rank 4, yet it is unchanged by any rotation about \(z\). A cubic tensor with \(a\ne0\) has no such axis: a small rotation \(\omega\) changes \(x^4+y^4+z^4\) by

\[
4\left[x^3(\omega_yz-\omega_zy)+y^3(\omega_zx-\omega_xz)+z^3(\omega_xy-\omega_yx)\right],
\]

and these six monomials are independent, so the change vanishes only for \(\omega=0\). A vanishing rank-2 part is thus necessary for cubic elasticity, but not sufficient.

## Evaluation from a Voigt matrix

With the numbering \(4=23\), \(5=13\), \(6=12\) and stiffness entries equal to tensor elements, the contractions are

\[
\begin{aligned}
d_{11}&=C_{11}+C_{12}+C_{13}, & v_{11}&=C_{11}+C_{55}+C_{66},\\
d_{22}&=C_{12}+C_{22}+C_{23}, & v_{22}&=C_{22}+C_{44}+C_{66},\\
d_{33}&=C_{13}+C_{23}+C_{33}, & v_{33}&=C_{33}+C_{44}+C_{55},\\
d_{23}&=C_{14}+C_{24}+C_{34}, & v_{23}&=C_{24}+C_{34}+C_{56},\\
d_{13}&=C_{15}+C_{25}+C_{35}, & v_{13}&=C_{15}+C_{35}+C_{46},\\
d_{12}&=C_{16}+C_{26}+C_{36}, & v_{12}&=C_{16}+C_{26}+C_{45}.
\end{aligned}
\]

Compute \(K,G,d',Q\) from these and obtain \(H\) by subtraction. Total symmetry and zero traces of \(H\) then check the contractions and the subtraction. They do not check the input: any symmetric \(6\times6\) matrix read as tensor elements passes, even one with its shear indices in the wrong order. For a compliance, convert the matrix to tensor elements first, since its shear entries carry factors of 2 and 4.

## Worked numbers

The constants below are round model parameters, in eV/Å³.

**Cubic model.** Take \(C_{11}=1.0\), \(C_{12}=0.6\), \(C_{44}=0.5\). Then \(a=1.0-0.6-1.0=-0.6\), \(K=2.2/3=0.733\) (117 GPa) and \(G=(0.4+1.5)/5=0.380\) (60.9 GPa). The Reuss shear modulus is 0.3125 (50.1 GPa). The difference 0.0675 agrees with \(3(0.36)/[5(1.2+2.0)]\).

The mean longitudinal modulus is \(K+\tfrac43G=1.24\). Along 100, 110 and 111 the bracket in \(M(n)\) is \(\tfrac25\), \(-\tfrac1{10}\) and \(-\tfrac4{15}\), giving 1.0, 1.3 and 1.4. Negative \(a\) makes the cube axes the soft directions for longitudinal strain. Shear goes the other way: a transverse wave along 100 meets \(C_{44}=0.5\), while along 110 one polarization meets only \((C_{11}-C_{12})/2=0.2\). The squared norms of ranks 0, 2 and 4 are 7.728, 0 and 0.432 (eV/Å³)². Rank 4 holds about 5% of the total, although \(M\) varies by 40% from its lowest value. The norm share is thus no direct measure of directional variation.

**The same crystal, rotated.** Keep the coordinate axes fixed and turn the crystal by the rotation matrix \(R=R_z(20°)R_y(35°)R_z(50°)\), where each factor turns vectors counterclockwise about the named fixed axis and the rightmost acts first. The Voigt matrix becomes

\[
\begin{pmatrix}
1.2899&0.5073&0.4027&-0.0845&0.0657&0.0987\\
0.5073&1.1918&0.5009&0.1420&0.0639&-0.0756\\
0.4027&0.5009&1.2964&-0.0575&-0.1296&-0.0231\\
-0.0845&0.1420&-0.0575&0.4009&-0.0231&0.0639\\
0.0657&0.0639&-0.1296&-0.0231&0.3027&-0.0845\\
0.0987&-0.0756&-0.0231&0.0639&-0.0845&0.4073
\end{pmatrix},
\]

in which the zeros of the cubic form are gone. Its contractions still pass the rank-2 test, which is necessary for cubic symmetry but does not prove it: \(d_{11}=1.2899+0.5073+0.4027=2.200\), and the other two diagonal elements agree to rounding. The off-diagonal element \(d_{12}=0.0987-0.0756-0.0231\) vanishes, as do \(d_{13}=0.0657+0.0639-0.1296\) and \(d_{23}=-0.0845+0.1420-0.0575\). All three diagonal elements of \(v\) are 2.000 to rounding, and its off-diagonal elements \(v_{12}=0.0987-0.0756-0.0231\), \(v_{13}=0.0657-0.1296+0.0639\) and \(v_{23}=0.1420-0.0575-0.0845\) vanish. Hence \(d'=Q=0\), and \(K\), \(G\) and the norms are unchanged.

**Orthorhombic model.** Take \(C_{11},C_{22},C_{33}=1.2,1.0,0.8\), then \(C_{12},C_{13},C_{23}=0.5,0.4,0.3\) and \(C_{44},C_{55},C_{66}=0.2,0.4,0.5\). The diagonals are \(d=(2.1,1.8,1.5)\) and \(v=(2.1,1.7,1.4)\), with traces 5.4 and 5.2. So \(K=0.60\) (96.1 GPa) and \(G=(15.6-5.4)/30=0.34\) (54.5 GPa). The traceless parts give \(d'=(0.3,0,-0.3)\) and \(Q=(0.0714,-0.0143,-0.0571)\).

The symmetry of \(H\) can be seen in the 23 plane, where \(C_{23}=0.3\) and \(C_{44}=0.2\) differ:

\[
\begin{aligned}
H_{2233}&=C_{23}-(K-\tfrac23G)-\tfrac13(d'_{22}+d'_{33})+\tfrac43(Q_{22}+Q_{33})\\
&=0.3-0.3733+0.1-0.0952=-0.0686\ \text{(unrounded inputs)},\\
H_{2323}&=C_{44}-G-(Q_{22}+Q_{33})=0.2-0.34+0.0714=-0.0686 .
\end{aligned}
\]

The squared norms of ranks 0, 2 and 4 are 5.552, 0.200 and 0.128 (eV/Å³)², or 94.4%, 3.4% and 2.2%. Of the rank-2 norm, 0.120 comes from \(d'\) and 0.080 from \(Q\). Unlike the cubic model, this crystal develops shear stress under pure dilatation: the stress per unit \(\theta\) has diagonal elements \(K+d'_{ii}/3\) (no sum), that is 0.7, 0.6 and 0.5 eV/Å³.

## Computed values

```
dimensions of ranks 0, 2, 4: [2, 10, 9]
cubic invariants of ranks 0, 2, 4: [2, 0, 1]
tetragonal invariants of ranks 0, 2, 4: [2, 2, 2]
1 eV/A^3 = 160.2177 GPa
CUBIC MODEL
C11, C12, C44 (eV/A^3):   1.0000   0.6000   0.5000
smallest stiffness eigenvalue (eV/A^3): 0.4000
amplitude a (eV/A^3): -0.6000
K Voigt: 0.7333 eV/A^3 = 117.49 GPa
G Voigt: 0.3800 eV/A^3 = 60.88 GPa
G Reuss: 0.3125 eV/A^3 = 50.07 GPa
K + 4G/3 (eV/A^3): 1.2400
M along 100, 110, 111 (eV/A^3):   1.0000   1.3000   1.4000
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   7.7280   0.0000   0.4320
H1111, H1122 (eV/A^3):  -0.2400   0.1200
SAME CRYSTAL, ROTATED AXES
ZYZ Euler angles (degree): [20, 35, 50]
Voigt matrix (eV/A^3):
  1.2899   0.5073   0.4027  -0.0845   0.0657   0.0987
  0.5073   1.1918   0.5009   0.1420   0.0639  -0.0756
  0.4027   0.5009   1.2964  -0.0575  -0.1296  -0.0231
 -0.0845   0.1420  -0.0575   0.4009  -0.0231   0.0639
  0.0657   0.0639  -0.1296  -0.0231   0.3027  -0.0845
  0.0987  -0.0756  -0.0231   0.0639  -0.0845   0.4073
K, G (eV/A^3):   0.7333   0.3800
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   7.7280   0.0000   0.4320
ORTHORHOMBIC MODEL
C11, C22, C33 (eV/A^3):   1.2000   1.0000   0.8000
C12, C13, C23 (eV/A^3):   0.5000   0.4000   0.3000
C44, C55, C66 (eV/A^3):   0.2000   0.4000   0.5000
smallest stiffness eigenvalue (eV/A^3): 0.4000
diagonal of d (eV/A^3):   2.1000   1.8000   1.5000
diagonal of v (eV/A^3):   2.1000   1.7000   1.4000
K Voigt: 0.6000 eV/A^3 = 96.13 GPa
G Voigt: 0.3400 eV/A^3 = 54.47 GPa
diagonal of d' (eV/A^3):   0.3000   0.0000  -0.3000
diagonal of Q (eV/A^3):   0.0714  -0.0143  -0.0571
H1111, H2222, H3333 (eV/A^3):  -0.1486  -0.0343   0.0229
H1122, H1133, H2233 (eV/A^3):   0.1029   0.0457  -0.0686
H1212, H1313, H2323 (eV/A^3):   0.1029   0.0457  -0.0686
squared norms, ranks 0, 2, 4 ((eV/A^3)^2):   5.5520   0.2000   0.1280
rank-2 norm from d', from Q ((eV/A^3)^2):   0.1200   0.0800
share of squared norm, ranks 0, 2, 4 (percent):  94.4218   3.4014   2.1769
```
